**Mazur bound and incoherent conductivity: quantum ring and electron–hole gas**

Conserved momentum P bounds the long-time average of the Kubo current correlation from below by (J|P)²/(P|P), where J is the current. For the electron–hole gas, the conductivity is iD/ω + W/(γ − iω), where D is the Drude weight, W the incoherent weight and γ the relaxation rate. The program diagonalizes three particles on a ring and asserts the sum rule, the overlaps, the time average and the ordering of two Mazur bounds below the plateau. It solves the two friction equations symbolically and asserts the conductivity formula. A separate stochastic collision simulation tests the current correlation, drag symmetry, noise and field response within stated tolerances. The ring's plateau is 1.004, well above its momentum bound of 0.250, because a finite system has further conserved quantities. With equal electron and hole densities, the gas has zero Drude weight and a finite dc conductivity of 2.5 × 10⁻³ atomic units.

## Check in Python

```python
"""Mazur bound and incoherent conductivity.

Result under test: if total momentum P is conserved, the long-time average
of the Kubo current correlation (J(t)|J) is at least (J|P)^2/(P|P).
For an electron-hole gas with momentum-conserving collisions,
    sigma(omega) = i D/omega + W/(gamma - i omega),
    D = (sum q n)^2/rho,  rho = sum m n,
    W = ne nh (qe mh - qh me)^2/(rho me mh),
    gamma = kappa rho/(me + mh),  sigma_inc = W/gamma.
q, m, n: charge, mass, density; kappa: electron-hole rate constant.
Hartree atomic units are used for the gas.  The quantum ring uses
hbar = electron mass = beta = 1 and circumference 2 pi.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(20)

# ---------- Quantum ring: two electrons of opposite spin, one hole ----------
ring_q = np.array([-1.0, -1.0, 1.0])
ring_m = np.array([1.0, 1.0, 2.0])
coupling = 0.5
axes = [np.arange(-6, 7), np.arange(-6, 7), np.arange(-8, 9)]
all_k = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
all_total = all_k.sum(axis=1)
eps = 0.02
blocks = []
shifted_z = {-eps: 0.0, eps: 0.0}
for total in np.unique(all_total):
    k = all_k[all_total == total]
    ham = np.diag((k**2 / (2 * ring_m)).sum(axis=1))
    for a, other, sign in ((0, 2, 1), (0, 1, -1), (1, 0, -1)):
        # the particle "other" is the spectator of this pair interaction
        jump = np.abs(k[:, None, a] - k[None, :, a])
        same = k[:, None, other] == k[None, :, other]
        ham += sign * coupling * same * (0.5 * (jump == 1)
                                         + 0.25 * (jump == 2))
    current = (k * ring_q / ring_m).sum(axis=1)
    energy, vec = np.linalg.eigh(ham)
    j_eig = vec.T @ (current[:, None] * vec)
    blocks.append((total, energy, j_eig))
    for shift in shifted_z:
        levels = np.linalg.eigvalsh(ham - shift * np.diag(current))
        shifted_z[shift] += np.exp(-levels).sum()

z_ring = sum(np.exp(-e).sum() for _, e, _ in blocks)
jj_derivative = (np.log(shifted_z[eps]) + np.log(shifted_z[-eps])
                 - 2 * np.log(z_ring)) / eps**2
times = rng.uniform(0, 1e10, 2000)
jj_spectral = plateau_ring = sampled_average = 0.0
gram = np.zeros((2, 2))
overlap = np.zeros(2)
for total, energy, j_eig in blocks:
    prob = np.exp(-energy) / z_ring
    gap = energy[None, :] - energy[:, None]
    equal = np.abs(gap) < 1e-10
    safe_gap = np.where(equal, 1.0, gap)
    weight = np.where(equal, prob[:, None],
                      -prob[:, None] * np.expm1(-safe_gap) / safe_gap)
    strength = weight * j_eig**2
    jj_spectral += strength.sum()
    plateau_ring += strength[equal].sum()
    phase = np.outer(energy, times)
    c, s = np.cos(phase), np.sin(phase)
    sampled_average += ((c * (strength @ c)).sum()
                        + (s * (strength @ s)).sum()) / len(times)
    # conserved quantities: momentum, and an odd pair of level projectors
    charges = np.zeros((2, len(energy)))
    charges[0] = total
    if abs(total) == 1:
        charges[1, 0] = total
    gram += (charges * prob) @ charges.T
    overlap += charges @ (prob * np.diag(j_eig))

bound_one = overlap[0]**2 / gram[0, 0]
bound_two = overlap @ np.linalg.solve(gram, overlap)
ring_total = (ring_q**2 / ring_m).sum()
assert abs(jj_spectral - jj_derivative) < 1e-4
assert abs(jj_spectral - ring_total) < 1e-3
assert abs(overlap[0] - ring_q.sum()) < 1e-3
assert abs(gram[0, 0] - ring_m.sum()) < 1e-3
assert abs(sampled_average - plateau_ring) < 0.03  # finite time sample
assert bound_two > bound_one + 1e-4
assert plateau_ring > bound_two

# ---------- Frequency-dependent conductivity, symbolic solution ----------
me_, mh_, ne_, nh_, kap_, w_ = sp.symbols("me mh ne nh kappa w", positive=True)
qe_, qh_ = sp.symbols("qe qh", real=True)
ve_, vh_ = sp.symbols("ve vh")
mu_ = me_ * mh_ / (me_ + mh_)
sol = sp.solve(
    [-sp.I * w_ * me_ * ve_ - qe_ + kap_ * nh_ * mu_ * (ve_ - vh_),
     -sp.I * w_ * mh_ * vh_ - qh_ - kap_ * ne_ * mu_ * (ve_ - vh_)],
    [ve_, vh_], dict=True)[0]
rho_ = me_ * ne_ + mh_ * nh_
inc_ = ne_ * nh_ * (qe_ * mh_ - qh_ * me_)**2 / (rho_ * me_ * mh_)
formula = (sp.I * (qe_ * ne_ + qh_ * nh_)**2 / (rho_ * w_)
           + inc_ / (kap_ * rho_ / (me_ + mh_) - sp.I * w_))
solved = qe_ * ne_ * sol[ve_] + qh_ * nh_ * sol[vh_]
assert sp.simplify(sp.together(solved - formula)) == 0

# ---------- Electron-hole gas: parameters and derived formulas ----------
me, mh, qe, qh = 1.0, 2.0, -1.0, 1.0
nh, kT, kappa = 1e-7, 1e-3, 600.0
cell = 1 / nh           # simulated cell holds one hole
replicas = 200000


def gas_formula(ne):
    rho = me * ne + mh * nh
    drude = (qe * ne + qh * nh)**2 / rho
    inc = ne * nh * (qe * mh - qh * me)**2 / (rho * me * mh)
    return rho, drude, inc, kappa * rho / (me + mh)


def run_gas(n_el, steps, dt, field=0.0):
    """Yield electron current, hole current and momentum of every cell.

    Collision events are Poissonian, with isotropic outgoing directions.
    """
    mass = np.array([me] * n_el + [mh])
    charge = np.array([qe] * n_el + [qh])
    v = rng.normal(size=(n_el + 1, replicas, 3))
    v *= np.sqrt(kT / mass)[:, None, None]
    half_kick = (charge / mass * field * dt / 2)[:, None]
    for step in range(steps + 1):
        if step:
            v[:, :, 2] += half_kick
            events = rng.poisson(n_el * kappa / cell * dt, replicas)
            for number in range(events.max()):
                idx = np.nonzero(events > number)[0]
                el = rng.integers(n_el, size=len(idx))
                v1, v2 = v[el, idx], v[-1, idx]
                center = (me * v1 + mh * v2) / (me + mh)
                speed = np.linalg.norm(v1 - v2, axis=1)
                out = rng.normal(size=(len(idx), 3))
                out *= (speed / np.linalg.norm(out, axis=1))[:, None]
                v[el, idx] = center + mh / (me + mh) * out
                v[-1, idx] = center - me / (me + mh) * out
            v[:, :, 2] += half_kick
        v_sum = v[:-1].sum(axis=0)
        yield qe * v_sum, qh * v[-1], me * v_sum + mh * v[-1]


def corr(a, b):
    return np.vdot(a, b) / (3 * replicas * kT * cell)


def measure(n_el, steps, dt):
    total, inc, eh, he = [], [], [], []
    for step, (j_e, j_h, mom) in enumerate(run_gas(n_el, steps, dt)):
        j = j_e + j_h
        if step == 0:
            ratio = np.vdot(j, mom) / np.vdot(mom, mom)
            e0, h0, j0 = j_e, j_h.copy(), j
            inc0 = j - ratio * mom
            mean_j = np.zeros_like(j)
        total.append(corr(j, j0))
        inc.append(corr(j - ratio * mom, inc0))
        eh.append(corr(j_e, h0))
        he.append(corr(j_h, e0))
        mean_j += j * ((0.5 if step in (0, steps) else 1.0) / steps)
    return (np.array(total), np.array(inc), np.array(eh), np.array(he),
            corr(mean_j, mean_j))


# ---------- Doped gas: equilibrium correlations and noise ----------
ne = 2 * nh
rho, drude, inc_weight, gamma = gas_formula(ne)
sigma_inc = inc_weight / gamma
total_weight = qe**2 * ne / me + qh**2 * nh / mh
dt = 0.1 / gamma
steps = 120
c_tot, c_inc, c_eh, c_he, noise_sim = measure(2, steps, dt)
gt = gamma * dt * np.arange(steps + 1)
c_formula = drude + inc_weight * np.exp(-gt)
drag_plateau = qe * ne * qh * nh / rho
drag_formula = drag_plateau * (1 - np.exp(-gt))
sampling = 6 * total_weight / np.sqrt(3 * replicas)  # six standard errors
plateau_sim = c_tot[80:].mean()
sigma_sim = dt * (c_inc[:81].sum() - 0.5 * (c_inc[0] + c_inc[80]))
window = gt[-1]
noise_formula = (drude + 2 * inc_weight / window
                 - 2 * inc_weight * (1 - np.exp(-window)) / window**2)
assert np.max(np.abs(c_tot - c_formula)) < sampling
assert np.max(np.abs(c_eh - drag_formula)) < sampling
assert np.max(np.abs(c_he - drag_formula)) < sampling
assert abs(plateau_sim / drude - 1) < 0.05       # sampling error near 1 %
assert abs(sigma_sim / sigma_inc - 1) < 0.04     # sampling error near 1 %
assert abs(noise_sim / noise_formula - 1) < 0.02

# ---------- Doped gas in a steady field ----------
field = 5e-6
for j_e, j_h, _ in run_gas(2, 60, dt, field):
    response_sim = (j_e + j_h)[:, 2].mean() / (cell * field)
t_field = 60 * dt
offset_sim = response_sim - drude * t_field
offset_formula = sigma_inc * (1 - np.exp(-gamma * t_field))
assert abs(offset_sim / offset_formula - 1) < 0.02

# ---------- Compensated gas: equal densities ----------
_, drude_n, inc_n, gamma_n = gas_formula(nh)
sigma_n = inc_n / gamma_n
dt_n = 0.1 / gamma_n
n_tot = measure(1, 80, dt_n)[0]
sigma_n_sim = dt_n * (n_tot.sum() - 0.5 * (n_tot[0] + n_tot[-1]))
n_sampling = 6 * inc_n / np.sqrt(3 * replicas)
assert abs(n_tot[60:].mean() - drude_n) < n_sampling
assert abs(sigma_n_sim / sigma_n - 1) < 0.04

# ---------- Output ----------
au_time = const.physical_constants["atomic unit of time"][0]
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
au_sigma = const.e**2 / (const.hbar * bohr)
phase_density = ne / 2 * (2 * np.pi / (me * kT))**1.5

print("QUANTUM RING (hbar = m_e = beta = 1, length 2 pi)")
print(f"interaction strength: {coupling:.2f}")
print(f"(J|P): {overlap[0]:.6f}   (P|P): {gram[0, 0]:.6f}")
print(f"(J|J), spectral sum: {jj_spectral:.6f}")
print(f"(J|J), derivative of ln Z: {jj_derivative:.6f}")
print(f"sum q^2 N/m: {ring_total:.6f}")
print(f"Mazur bound, momentum only: {bound_one:.5f}")
print(f"Mazur bound, two conserved quantities: {bound_two:.5f}")
print(f"long-time plateau, equal energies: {plateau_ring:.5f}")
print(f"average over 2000 random times: {sampled_average:.4f}")
print("ELECTRON-HOLE GAS (atomic units unless stated)")
print(f"masses me, mh: {me:.1f}, {mh:.1f}; charges: {qe:.0f}, {qh:.0f}")
print(f"densities ne, nh: {ne:.1e}, {nh:.1e} bohr^-3")
print(f"k_B T: {kT:.4f} hartree = {kT * hartree / const.k:.1f} K")
print(f"rate constant kappa: {kappa:.0f} bohr^3 per a.u. time")
print(f"electron density per spin x thermal length^3: {phase_density:.4f}")
print(f"mass density rho: {rho:.3e} a.u.")
print(f"relaxation rate gamma: {gamma:.3e} a.u.")
print(f"relaxation time: {1 / gamma:.1f} a.u."
      f" = {au_time / gamma * 1e12:.4f} ps")
print(f"hbar gamma/(k_B T): {gamma / kT:.4f}")
print(f"total weight sum q^2 n/m: {total_weight:.4e} a.u.")
print(f"Drude weight D: {drude:.4e} a.u."
      f" = {drude * au_sigma / au_time:.4e} S/(m s)")
print(f"D, simulated plateau: {plateau_sim:.4e} a.u.")
print(f"incoherent weight W: {inc_weight:.4e} a.u.")
print(f"sigma_inc: {sigma_inc:.4e} a.u. = {sigma_inc * au_sigma:.4e} S/m")
print(f"sigma_inc, simulated correlation: {sigma_sim:.4e} a.u.")
print("gamma t; current correlation/(k_B T V), simulated, formula (a.u.)")
for i in (0, 10, 20, 40, 80):
    print(f"  {gt[i]:.1f}  {c_tot[i]:.4e}  {c_formula[i]:.4e}")
print(f"drag plateau D_eh: {drag_plateau:.4e} a.u.")
print("drag correlation at gamma t = 2: e-h, h-e, formula (a.u.)")
print(f"  {c_eh[20]:.4e}  {c_he[20]:.4e}  {drag_formula[20]:.4e}")
print(f"noise of mean current/(k_B T V), gamma T = {window:.1f} (a.u.)")
print(f"  simulated {noise_sim:.4e}, formula {noise_formula:.4e}")
print(f"field: {field:.1e} a.u.; duration gamma t: {gamma * t_field:.1f}")
print(f"j/E at the end, simulated: {response_sim:.4e} a.u.")
print(f"part D t: {drude * t_field:.4e} a.u.")
print(f"offset, simulated: {offset_sim:.4e}, formula: {offset_formula:.4e}"
      " a.u.")
print("COMPENSATED GAS, ne = nh = 1 hole density (a.u.)")
print(f"Drude weight: {drude_n:.1e}; gamma: {gamma_n:.3e}")
print(f"incoherent weight: {inc_n:.4e}")
print(f"dc conductivity: {sigma_n:.4e} a.u. = {sigma_n * au_sigma:.4e} S/m")
print(f"dc conductivity, simulated: {sigma_n_sim:.4e} a.u.")
print("OK")
```

It prints:

```
QUANTUM RING (hbar = m_e = beta = 1, length 2 pi)
interaction strength: 0.50
(J|P): -0.999999   (P|P): 3.999998
(J|J), spectral sum: 2.499999
(J|J), derivative of ln Z: 2.499999
sum q^2 N/m: 2.500000
Mazur bound, momentum only: 0.25000
Mazur bound, two conserved quantities: 0.26602
long-time plateau, equal energies: 1.00364
average over 2000 random times: 1.0000
ELECTRON-HOLE GAS (atomic units unless stated)
masses me, mh: 1.0, 2.0; charges: -1, 1
densities ne, nh: 2.0e-07, 1.0e-07 bohr^-3
k_B T: 0.0010 hartree = 315.8 K
rate constant kappa: 600 bohr^3 per a.u. time
electron density per spin x thermal length^3: 0.0498
mass density rho: 4.000e-07 a.u.
relaxation rate gamma: 8.000e-05 a.u.
relaxation time: 12500.0 a.u. = 0.3024 ps
hbar gamma/(k_B T): 0.0800
total weight sum q^2 n/m: 2.5000e-07 a.u.
Drude weight D: 2.5000e-08 a.u. = 4.7541e+15 S/(m s)
D, simulated plateau: 2.4871e-08 a.u.
incoherent weight W: 2.2500e-07 a.u.
sigma_inc: 2.8125e-03 a.u. = 1.2937e+04 S/m
sigma_inc, simulated correlation: 2.8179e-03 a.u.
gamma t; current correlation/(k_B T V), simulated, formula (a.u.)
  0.0  2.4996e-07  2.5000e-07
  1.0  1.0768e-07  1.0777e-07
  2.0  5.5296e-08  5.5450e-08
  4.0  2.8351e-08  2.9121e-08
  8.0  2.4828e-08  2.5075e-08
drag plateau D_eh: -5.0000e-08 a.u.
drag correlation at gamma t = 2: e-h, h-e, formula (a.u.)
  -4.2990e-08  -4.3096e-08  -4.3233e-08
noise of mean current/(k_B T V), gamma T = 12.0 (a.u.)
  simulated 5.9224e-08, formula 5.9375e-08
field: 5.0e-06 a.u.; duration gamma t: 6.0
j/E at the end, simulated: 4.6917e-03 a.u.
part D t: 1.8750e-03 a.u.
offset, simulated: 2.8167e-03, formula: 2.8055e-03 a.u.
COMPENSATED GAS, ne = nh = 1 hole density (a.u.)
Drude weight: 0.0e+00; gamma: 6.000e-05
incoherent weight: 1.5000e-07
dc conductivity: 2.5000e-03 a.u. = 1.1500e+04 S/m
dc conductivity, simulated: 2.4926e-03 a.u.
OK
```
